# Why Trace Iron Shortens the Life of Peroxide Cleaning Baths

Iron shortens the life of an ammonia–peroxide cleaning bath because it is a catalyst: each atom destroys peroxide again and again without being used up. In the model solved here, peroxide at concentration $c$ decays as $dc/dt=-kc$, and dissolved iron at concentration $F$ sets the decomposition time

$$t_{\rm dec}(F)=\frac{1}{k_0+k_FF},\qquad k_F=\frac{2k_1k_2}{k_1+k_2}.$$

Here $k_0$ is the decay constant without iron, and $k_1,k_2$ are the rate constants of the two halves of the catalytic cycle. A feed of concentration $c_f$, supplied at $\phi$ bath volumes per unit time with equal overflow, can hold the set point $c_0$ only if

$$t_{\rm dec}(F)\ge t_{\rm rep},\qquad t_{\rm rep}=\frac{1}{\phi\,(c_f/c_0-1)}.$$

Iron thus shortens the life of an unfed bath, and it makes a fed one lose its set point when decomposition becomes faster than replenishment.

## The catalytic cycle

The bath is well mixed, at fixed temperature and pH, and $c$ counts all peroxide, protonated or not. Let $F$ be the iron that is dissolved and active. The mechanism in alkaline solution is debated; the model takes a minimal cycle, written without the other ligands of iron:

$$\mathrm{Fe^{3+}+H_2O_2\to FeO^{3+}+H_2O}\quad(k_1),$$
$$\mathrm{FeO^{3+}+H_2O_2\to Fe^{3+}+H_2O+O_2}\quad(k_2).$$

The sum is $\mathrm{2H_2O_2\to 2H_2O+O_2}$. Iron cancels, which is what makes it a catalyst.

Let $\theta$ be the fraction of iron in the oxidised state $\mathrm{FeO^{3+}}$. Mass action gives

$$\frac{d\theta}{dt}=k_1c(1-\theta)-k_2c\,\theta,$$
$$\frac{dc}{dt}=-k_0c-F\left[k_1c(1-\theta)+k_2c\,\theta\right].$$

Every term on the right contains one factor $c$. Defining $s$ by $ds=c\,dt$ and $s(0)=0$ removes it:

$$\frac{d\theta}{ds}=k_1-(k_1+k_2)\theta,\qquad
\frac{dc}{ds}=-k_0-F\left[k_1+(k_2-k_1)\theta\right].$$

With all iron initially $\mathrm{Fe^{3+}}$, so that $\theta(0)=0$, the first equation has the solution

$$\theta=\frac{k_1}{k_1+k_2}\left[1-e^{-(k_1+k_2)s}\right].$$

Insert this into the bracket of the second equation. Its constant part is

$$k_1+\frac{(k_2-k_1)k_1}{k_1+k_2}=\frac{k_1^2+k_1k_2+k_1k_2-k_1^2}{k_1+k_2}=\frac{2k_1k_2}{k_1+k_2}=k_F.$$

The factor 2 counts the two peroxide molecules consumed per cycle. The remaining part decays with $s$. Its integral from zero to infinity is the start-up change in peroxide destroyed per iron atom:

$$-\frac{k_1(k_2-k_1)}{k_1+k_2}\int_0^\infty e^{-(k_1+k_2)s}ds=-\frac{k_1(k_2-k_1)}{(k_1+k_2)^2}.$$

For the round model values $k_1=1000$ and $k_2=4000$ L/mol/s this is $-0.12$ molecule per iron atom. When $F\ll c$ such a correction is negligible, and returning to $t$ gives

$$\frac{dc}{dt}=-(k_0+k_FF)\,c .$$

## Life without replenishment

The bath is discarded when peroxide falls from $c_0$ to a specified lower limit $c_{\min}$. For constant $F$, separating variables and integrating gives

$$t_{\rm life}=\frac{\ln(c_0/c_{\min})}{k_0+k_FF}=t_{\rm dec}\ln\frac{c_0}{c_{\min}}.$$

The life is half its iron-free value when $k_FF=k_0$, that is, at $F_{1/2}=k_0/k_F$. Well below this level iron hardly matters; well above it, life varies as $1/F$.

Take $k_0=2.0\times10^{-5}$ s$^{-1}$, $c_0=1.5$ mol/L and $c_{\min}=1.0$ mol/L. These too are chosen parameters, not measured constants. Then $k_F=2(1000)(4000)/5000=1600$ L/mol/s. One microgram of iron per litre is $1.79\times10^{-8}$ mol/L, so

$$k=2.0\times10^{-5}+1600(1.79\times10^{-8})=4.87\times10^{-5}\ \mathrm{s^{-1}}.$$

The life is $0.4055/k$, or 2.3 h, against 5.6 h without iron. At 10 µg/L it is 0.37 h. The halving level is 0.70 µg/L.

Why so little iron suffices is seen by counting. Each iron atom destroys $k_F\int c\,dt$ peroxide molecules. Since $c\,dt=-dc/k$,

$$n=k_F\int_0^{t_{\rm life}}c\,dt=\frac{k_F(c_0-c_{\min})}{k_0+k_FF}.$$

At 1 µg/L this gives $n=1600(0.5)/(4.87\times10^{-5})=1.6\times10^7$. If the return step is blocked, $k_2=0$, an atom that starts as $\mathrm{Fe^{3+}}$ can react once and $n$ cannot exceed one. The same iron would then remove at most $1.8\times10^{-8}$ mol/L of peroxide. The damage comes from reuse, not from the amount of oxidant that iron can bind.

The proportionality to $c$ depends on both half cycles needing peroxide. Suppose the cycle also contained a step with rate constant $k_3$ that needs none. The mean cycle time would be $1/(k_1c)+1/(k_2c)+1/k_3$, and the loss rate due to iron would be

$$\frac{2F}{1/(k_1c)+1/(k_2c)+1/k_3}.$$

If the extra step is much the slowest, this becomes $2k_3F$, independent of $c$. Peroxide then falls linearly rather than exponentially when iron dominates, although life still varies as $1/F$.

## What replenishment can hold

Let feed enter at $\phi$ bath volumes per unit time while an equal volume of mixed bath overflows. Ammonia is assumed to be maintained separately and its added volume is left out, although in a 1:1:5 bath replacing the ammonia lost in the overflow alone takes about one sixth of the peroxide feed volume; evaporation, peroxide used by the wafers and liquid carried out on them are neglected. The peroxide balance is

$$\frac{dc}{dt}=\phi(c_f-c)-(k_0+k_FF)c.$$

The $-\phi c$ term is peroxide lost in the overflow. Setting $c=c_0$ and $dc/dt=0$, then dividing by $c_0$, gives the flow needed to hold the set point:

$$\phi=\frac{k_0+k_FF}{r},\qquad r=\frac{c_f}{c_0}-1 .$$

A pump limited to $\phi_{\max}$ can meet this demand if $k_0+k_FF\le r\phi_{\max}$. Taking reciprocals gives $t_{\rm dec}\ge t_{\rm rep}$ at full flow. Solving instead for $F$ gives the critical iron concentration

$$F_{\rm crit}=\frac{r\phi_{\max}-k_0}{k_F}.$$

For $c_f=10$ mol/L, $r=10/1.5-1=5.67$. In a 30 L bath, a 20 mL/min pump gives $\phi_{\max}=1.11\times10^{-5}$ s$^{-1}$ and $t_{\rm rep}=4.4$ h. Its critical iron is

$$F_{\rm crit}=\frac{5.67(1.11\times10^{-5})-2.0\times10^{-5}}{1600}=2.7\times10^{-8}\ \mathrm{mol/L},$$

or 1.5 µg/L. Doubling the flow raises it to 3.7 µg/L, more than double, because the iron-free loss $k_0$ has to be covered first in either case.

## Iron brought in by wafers

Iron does not stay constant in use. Let wafers release it at a constant rate $w$ per bath volume, with redeposition neglected, and let the feed contain $F_f$. Then

$$\frac{dF}{dt}=w-\phi(F-F_f).$$

Replenishment therefore does two things: it supplies peroxide, and its overflow carries iron away. While the pump holds the set point, $\phi=(k_0+k_FF)/r$, and

$$\frac{dF}{dt}=\frac{rw-(k_0+k_FF)(F-F_f)}{r}
=-\frac{k_F}{r}(F-F_+)(F-F_-).$$

The roots $F_\pm$ make the middle numerator vanish. Expanding it gives $k_FF^2+bF-(k_0F_f+rw)=0$ with $b=k_0-k_FF_f$, hence

$$F_\pm=\frac{-b\pm\sqrt{b^2+4k_F(k_0F_f+rw)}}{2k_F}.$$

The product of the roots is negative, so one is positive and one negative. Iron starting between zero and $F_+$ rises towards $F_+$. If $F_+\le F_{\rm crit}$ and the initial iron is also below $F_{\rm crit}$, the set point is held indefinitely within this model. If $F_+>F_{\rm crit}$, it is lost when $F$ reaches $F_{\rm crit}$. To find that time, separate variables and use

$$\frac{1}{(F_+-F)(F-F_-)}=\frac{1}{F_+-F_-}\left[\frac{1}{F_+-F}+\frac{1}{F-F_-}\right].$$

Integration from the initial value $F_0<F_{\rm crit}$ gives

$$t_{\rm hold}=\frac{r}{k_F(F_+-F_-)}\ln\frac{(F_{\rm crit}-F_-)(F_+-F_0)}{(F_+-F_{\rm crit})(F_0-F_-)}.$$

## Three baths with the same wafers

Let four lots per hour pass through the bath, each of 50 wafers 30 cm in diameter, releasing $2.0\times10^{11}$ iron atoms per cm$^2$ from both faces. The area per lot is 70,686 cm$^2$. Multiplying by the release per area and the lots per hour, then dividing by Avogadro's number, the bath volume and 3600 s, gives $w=8.7\times10^{-13}$ mol/L/s, or 0.175 µg/L per hour. The initial bath and the feed each contain 0.1 µg/L.

**Pump off.** With no overflow, $F=F_0+wt$. Integrating $-d\ln c/dt=k_0+k_FF$ gives

$$(k_0+k_FF_0)t+\tfrac12k_Fwt^2=\ln\frac{c_0}{c_{\min}}.$$

The positive root is 3.5 h. With iron fixed at its initial 0.1 µg/L, the life would have been 4.9 h.

**Pump limited to 20 mL/min.** The roots are $F_+=2.83$ and $F_-=-3.42$ µg/L. Since $F_+$ exceeds the critical 1.50 µg/L, the set point must eventually be lost. The prefactor of $t_{\rm hold}$ is

$$\frac{5.67}{1600(6.25)(1.79\times10^{-8})}=3.17\times10^4\ \mathrm{s}=8.8\ \mathrm{h},$$

and the logarithm is

$$\ln\frac{(1.50+3.42)(2.83-0.10)}{(2.83-1.50)(0.10+3.42)}\simeq1.054.$$

Their product is 9.3 h. Peroxide does not reach the lower limit until 26.4 h.

The long delay can be understood from the balances at full flow. Iron now approaches $F_f+w/\phi_{\max}=4.5$ µg/L with time constant $1/\phi_{\max}=25$ h. A steady peroxide level of 1.0 mol/L corresponds to $k=\phi_{\max}(10-1)/1=1.0\times10^{-4}$ s$^{-1}$, hence to 2.8 µg/L. Iron needs about $25\ln[(4.5-1.5)/(4.5-2.8)]\simeq14$ h to rise from 1.5 to that level. Peroxide follows with a lag of order $1/(\phi_{\max}+k)\simeq2.5$ h. Together these account for most of the 17 h between the two events.

**Pump limited to 40 mL/min.** At $F_+$ the decomposition time is 2.75 h. This is longer than the replenishment time of 2.2 h for this pump, but shorter than the 4.4 h of the smaller one. The flow needed at $F_+$ is 32 mL/min, so the larger pump has capacity to spare. The integrated bath still stands at 1.4997 mol/L after 300 h. The small deficit from 1.5 arises because its proportional controller adds feed in response to a deficit.

## When the conclusion changes

In this model, overflow is essential to indefinite operation with wafers that release iron. Suppose instead that evaporation of water makes room for the feed, with no overflow and no peroxide lost in the vapour. The balance at the set point becomes $\phi c_f=(k_0+k_FF)c_0$, so the critical iron is

$$F'_{\rm crit}=\frac{\phi_{\max}c_f/c_0-k_0}{k_F}.$$

It is higher than before, since no peroxide is carried out. But even with iron-free feed, $F=F_0+wt$ grows without limit, and the set point is lost at $t=(F'_{\rm crit}-F_0)/w$. A larger feed, possible only as far as evaporation makes room for it, postpones this time but does not remove it. In a real bath, liquid carried out on the wafers also removes iron. At 1.5 mL per wafer, 200 wafers per hour would take out 5 mL/min; that is 0.010 bath volume per hour, so with iron-free feed iron would level off at $0.175/0.010\simeq17.5$ µg/L. Holding the set point at that level needs about 140 mL/min of feed, and without overflow about 135 mL/min of water, over a quarter of the bath per hour and some 5 kW of latent heat, would have to evaporate to make room for it. Drag-out of this size therefore bounds the iron but does not in practice replace overflow.

The opposite change is to reduce the active iron. Precipitation as a solid that does not itself decompose peroxide, a complexing agent that blocks the cycle, or redeposition on wafers lowers $F$ and lengthens the peroxide life; redeposition does so by contaminating the product. Total iron in the bath can therefore overstate the catalytic loss. The microgram-per-litre levels used here lie near the solubility of ferric hydroxide in such a bath, so the higher ones may not stay dissolved. The fixed temperature is also an assumption: at $F_+$ the decomposition releases about 0.45 kW in the 30 L bath. The constants $k_0,k_1,k_2$ belong to one temperature and pH and must be determined for the bath in use before the times are applied to it. The numerical output below lists the values for the unfed bath and the three pump cases; it does not include the $k_3$ variant, the full-flow estimates, or the evaporation and drag-out cases.

## Computed values

```
iron-free decay constant k0: 2.00e-05 1/s
half-cycle constants k1, k2: 1000, 4000 L/mol/s
catalytic constant kF: 1600 L/mol/s
iron molar mass: 55.845 g/mol
1 ug/L of iron: 1.7907e-08 mol/L
peroxide set point, lower limit, feed: 1.5, 1.0, 10.0 mol/L
ln(set point / lower limit): 0.4055
iron that halves the life: 0.698 ug/L
iron 0.0 ug/L: k = 2.000e-05 1/s, t_dec = 13.889 h
  life: formula 5.631 h, full kinetics 5.631 h
iron 0.1 ug/L: k = 2.287e-05 1/s, t_dec = 12.149 h
  life: formula 4.926 h, full kinetics 4.926 h
  peroxide destroyed per iron atom: 3.499e+07
iron 1.0 ug/L: k = 4.865e-05 1/s, t_dec = 5.710 h
  life: formula 2.315 h, full kinetics 2.315 h
  peroxide destroyed per iron atom: 1.644e+07
iron 10.0 ug/L: k = 3.065e-04 1/s, t_dec = 0.906 h
  life: formula 0.367 h, full kinetics 0.367 h
  peroxide destroyed per iron atom: 2.610e+06
peroxide per iron, return step blocked: 1.0000
start-up change of loss per iron: simulated -0.1200, formula -0.1200
bath volume: 30 L
wafers per lot: 50, lots per hour: 4
wafer diameter: 30 cm
iron released per wafer area: 2.0e+11 atoms/cm^2
wafer area per lot, both faces: 70686 cm^2
iron release: 8.695e-13 mol/L/s
iron release: 0.1748 ug/L per hour
initial and feed iron: 0.1 ug/L
feed surplus ratio r: 5.6667
pump 20 mL/min: flow = 1.111e-05 1/s, t_rep = 4.412 h
  critical iron: 1.500 ug/L
pump 40 mL/min: flow = 2.222e-05 1/s, t_rep = 2.206 h
  critical iron: 3.697 ug/L
peroxide at 0.9 and 1.1 of critical iron, small pump: 1.500, 1.418 mol/L
iron roots F+, F-: 2.825, -3.424 ug/L
t_dec at F+: 2.752 h
flow needed for indefinite operation: 32.07 mL/min
pump off: life with iron release 3.548 h
small pump: set point lost, formula 9.275 h, simulated 9.278 h
small pump: lower limit reached 26.362 h
large pump: peroxide after 300 h 1.4997 mol/L
```
